# Silane and disilane pressures by non-negative least squares, with error bounds: a program that tests the result

```python
# Result under test: silane and disilane pressures p >= 0 are recovered from
# overlapping ion currents I = A p + noise by non-negative least squares.
# C = calibrated A / noise (row by row), L_j = length of column j of C,
# c = cosine between the columns, kappa = sqrt((1+c)/(1-c)) = condition
# number of C with unit columns, M = (kappa + 1/kappa)/2.
# For true pressures p, f = I/noise - C p, P = projector on the columns of C:
#   |x_fit - x|/|x| <= kappa |P f|/|C p|   with x_j = L_j p_j,
#   |p_fit_j - p_j| <= M |P f| / L_j.
# Units: pressure uTorr, current pA, sensitivity pA/uTorr.
import numpy as np
from numpy.linalg import norm
from scipy.optimize import nnls
from scipy.constants import elementary_charge

rng = np.random.default_rng(7)
masses = np.array([28, 29, 30, 31, 32, 58, 60, 62])
# rough round sensitivities: columns are silane, disilane
response = np.array([[30, 25], [30, 20], [100, 20], [80, 25], [8, 2],
                     [0, 45], [0, 100], [0, 40]], float)
noise = 0.1
pressures = np.array([0.4, 0.1])
scans = {"short": np.array([1, 2, 3, 4]),
         "full": np.array([1, 2, 3, 4, 5, 6, 7])}
short_with_28 = np.array([0, 1, 2, 3, 4])


def geometry(C):
    lengths = norm(C, axis=0)
    cosine = C[:, 0] @ C[:, 1] / (lengths[0] * lengths[1])
    kappa = np.sqrt((1 + cosine) / (1 - cosine))
    return lengths, cosine, kappa, (kappa + 1 / kappa) / 2


def two_gas_fit(C, d):
    """Return the non-negative and the unconstrained pressures."""
    lengths, cosine, _, _ = geometry(C)
    h = (C / lengths).T @ d
    free = (h - cosine * h[::-1]) / (1 - cosine**2)
    x = free.copy()
    if free[1] < 0:
        x = np.array([max(0.0, h[0]), 0.0])
    elif free[0] < 0:
        x = np.array([0.0, max(0.0, h[1])])
    return x / lengths, free / lengths


def projected_norm(C, f):
    q, _ = np.linalg.qr(C)
    return norm(q.T @ f)


# --- closed two-gas rule against a general active-set solver
patterns_seen = set()
for _ in range(2000):
    C = rng.uniform(0, 1, (6, 2))
    d = rng.normal(0.2, 1, 6)
    ours = two_gas_fit(C, d)[0]
    assert np.allclose(ours, nnls(C, d)[0], atol=1e-8)
    patterns_seen.add((bool(ours[0] > 0), bool(ours[1] > 0)))
assert len(patterns_seen) == 4

# --- condition number, noise amplification and best column scaling
for rows in scans.values():
    C = response[rows] / noise
    lengths, cosine, kappa, amplification = geometry(C)
    assert np.isclose(np.linalg.cond(C / lengths), kappa, rtol=1e-10)
    fit_deviation = norm(np.linalg.pinv(C), axis=1)
    assert np.allclose(fit_deviation * lengths, amplification, rtol=1e-10)
    ratios = np.logspace(-1, 1, 201)
    conds = [np.linalg.cond(C / lengths * [1, r]) for r in ratios]
    assert np.argmin(conds) == 100

# --- error bounds with wrong matrices, noise and active constraints
active = 0
for _ in range(3000):
    C_true = rng.uniform(0, 1, (6, 2))
    C = C_true * rng.uniform(0.8, 1.2, (6, 2))
    p = rng.uniform(0.1, 1, 2)
    if rng.random() < 0.4:
        p[rng.integers(2)] = 0
    d = C_true @ p + rng.normal(0, 0.3, 6)
    fitted = nnls(C, d)[0]
    active += bool(np.any(fitted == 0))
    lengths, _, kappa, amplification = geometry(C)
    size = projected_norm(C, d - C @ p)
    error = fitted - p
    assert np.all(np.abs(error) <= amplification * size / lengths + 1e-8)
    relative = norm(lengths * error) / norm(lengths * p)
    assert relative <= kappa * size / norm(C @ p) + 1e-8
assert active > 300

# --- both bounds are attained at positive pressures
C = response[scans["short"]] / noise
lengths, cosine, kappa, amplification = geometry(C)
B = C / lengths
x = np.array([5.0, 5.0])
e = B @ np.array([1.0, -1.0])
e *= 0.01 / norm(e)
error = lengths * nnls(C, B @ x + e)[0] - x
gain = (norm(error) / norm(x)) / (norm(e) / norm(B @ x))
assert np.isclose(gain, kappa, rtol=1e-6)
e = B[:, 1] - cosine * B[:, 0]
e *= 0.01 / norm(e)
error = lengths * nnls(C, B @ x + e)[0] - x
assert np.isclose(abs(error[1]) / norm(e), amplification, rtol=1e-6)

# --- a scale error of a calibrated column only rescales that gas
factors = np.array([1.05, 0.97])
for p in (pressures, np.array([0.4, 0.0])):
    for _ in range(50):
        d = C @ p + rng.normal(size=len(C))
        assert np.allclose(nnls(C * factors, d)[0],
                           nnls(C, d)[0] / factors, atol=1e-9)

# --- statistics with no disilane present, short scan
sigma = amplification / lengths
radius = np.sqrt(-2 * np.log(0.05))
draws = 20000
noise_draws = rng.normal(size=(draws, len(C)))
only_silane = np.array([0.4, 0.0])
errors = np.array([nnls(C, C @ only_silane + e)[0] - only_silane
                   for e in noise_draws])
bias_disilane = sigma[1] / np.sqrt(2 * np.pi)
bias_silane = -cosine * lengths[1] / lengths[0] * bias_disilane
mean_error = errors.mean(axis=0)
rms_disilane = np.sqrt(np.mean(errors[:, 1]**2))
zero_fraction = np.mean(errors[:, 1] == 0)
# tolerances: about five standard errors of the sampled means
assert abs(mean_error[1] - bias_disilane) < 0.021 * sigma[1]
assert abs(mean_error[0] - bias_silane) < 0.036 * sigma[0]
assert abs(rms_disilane - sigma[1] / np.sqrt(2)) < 0.03 * sigma[1]
assert abs(zero_fraction - 0.5) < 0.018
q, _ = np.linalg.qr(C)
inside_radius = np.mean(norm(noise_draws @ q, axis=1) <= radius)
assert abs(inside_radius - 0.95) < 0.008
coverage = np.mean(np.all(np.abs(errors) <= radius * sigma, axis=1))
assert coverage >= 0.95 - 0.008

# --- calibration noise: one reading of each pure gas at 1 uTorr
reference_pressure = 1.0
samples = 40000
C_cal = C + rng.normal(size=(samples,) + C.shape) / reference_pressure
d_all = C @ pressures + rng.normal(size=(samples, len(C)))
fits = np.einsum("nij,nj->ni", np.linalg.pinv(C_cal), d_all)
predicted = sigma * np.sqrt(1 + np.sum(pressures**2) / reference_pressure**2)
# sampling error of a standard deviation here is 0.35 percent
assert np.allclose(fits.std(axis=0), predicted, rtol=0.018)

# --- worked example: simulated calibration and one mixture reading
repeats = 25
pure_readings = (response * reference_pressure
                 + noise * rng.normal(size=(repeats,) + response.shape))
calibrated = pure_readings.mean(axis=0) / reference_pressure
reading = response @ pressures + noise * rng.normal(size=len(masses))
print("silane, disilane set: %.2f, %.2f uTorr" % tuple(pressures))
print("noise per line: %.2f pA" % noise)
print("calibration: %d readings at %.1f uTorr" % (repeats, reference_pressure))
print("m/z: true silane, disilane | calibrated (pA/uTorr) | mixture (pA)")
for m, t, a, r in zip(masses, response, calibrated, reading):
    print("%d: %.0f, %.0f | %.2f, %.2f | %.2f" % (m, *t, *a, r))
calibration_factor = np.sqrt(1 + np.sum(pressures**2)
                             / (repeats * reference_pressure**2))
print("error factor from calibration noise: %.4f" % calibration_factor)
print("95%% radius of projected noise: %.3f" % radius)
deviations = {}
for name, rows in scans.items():
    C_fit = calibrated[rows] / noise
    d = reading[rows] / noise
    lengths_fit, c_fit, k_fit, m_fit = geometry(C_fit)
    fitted, free = two_gas_fit(C_fit, d)
    assert np.allclose(fitted, nnls(C_fit, d)[0], atol=1e-9)
    size = projected_norm(C_fit, d - C_fit @ pressures)
    assert np.all(np.abs(fitted - pressures)
                  <= m_fit * size / lengths_fit + 1e-10)
    deviations[name] = m_fit / lengths_fit
    print("%s scan: cosine %.4f, kappa %.3f, M %.3f"
          % (name, c_fit, k_fit, m_fit))
    print("  column lengths L: %.1f, %.1f per uTorr" % tuple(lengths_fit))
    print("  std if alone: %.5f, %.5f uTorr" % tuple(1 / lengths_fit))
    print("  std in mixture: %.5f, %.5f uTorr" % tuple(deviations[name]))
    print("  95%% bounds: %.5f, %.5f uTorr"
          % tuple(radius * deviations[name]))
    print("  signal length |Cp|: %.1f; 95%% relative bound on x: %.2f %%"
          % (norm(C_fit @ pressures),
             100 * k_fit * radius / norm(C_fit @ pressures)))
    print("  fitted pressures: %.5f, %.5f uTorr" % tuple(fitted))
    print("  |Pf| of this reading: %.3f" % size)

# --- a reading without disilane for which the constraint acts
C_fit = calibrated[scans["short"]] / noise
while True:
    d = C @ only_silane + rng.normal(size=len(C))
    fitted, free = two_gas_fit(C_fit, d)
    if free[1] < 0:
        break
assert np.allclose(fitted, nnls(C_fit, d)[0], atol=1e-9)
print("no disilane, short scan, one reading (m/z 29-32): "
      + ", ".join("%.2f" % v for v in d * noise) + " pA")
print("  unconstrained: %.5f, %.5f uTorr" % tuple(free))
print("  non-negative: %.5f, %.5f uTorr" % tuple(fitted))
print("no disilane, true matrix, %d draws:" % draws)
print("  disilane bias: sampled %.5f, formula %.5f uTorr"
      % (mean_error[1], bias_disilane))
print("  silane bias: sampled %.5f, formula %.5f uTorr"
      % (mean_error[0], bias_silane))
print("  disilane rms error: sampled %.5f, formula %.5f uTorr"
      % (rms_disilane, sigma[1] / np.sqrt(2)))
print("  disilane set to zero: %.1f %%; inside 95%% bounds: %.1f %%"
      % (100 * zero_fraction, 100 * coverage))


# --- neglected effects, noiseless, fitted with the undisturbed matrix
def bias(rows, signal):
    C_ref = response[rows] / noise
    d = signal[rows] / noise
    shift = nnls(C_ref, d)[0] - pressures
    ref_lengths, _, _, ref_gain = geometry(C_ref)
    size = projected_norm(C_ref, d - C_ref @ pressures)
    assert np.all(np.abs(shift) <= ref_gain * size / ref_lengths + 1e-9)
    return shift


clean = response @ pressures
leak_pressure = 0.01
air_lines = np.array([100, 0.7, 0, 0, 25, 0, 0, 0])  # per uTorr of nitrogen
pattern_drift = 0.02
drifted = response.copy()
moved = pattern_drift * response[3, 0]
drifted[3, 0] -= moved
drifted[1, 0] += moved
tilt = 0.05
transmission = 1 - tilt * (masses - 30) / 30
converted = 0.02
after_filament = np.array([pressures[0] + converted * pressures[1],
                           (1 - converted) * pressures[1]])
scale_error = 0.05
effects = {
    "air leak, %.2f uTorr N2" % leak_pressure:
        clean + leak_pressure * air_lines,
    "%.0f%% of silane m/z 31 moved to 29" % (100 * pattern_drift):
        drifted @ pressures,
    "%.0f%% transmission loss at m/z 60" % (100 * tilt):
        clean * transmission,
    "%.0f%% more disilane turned to silane" % (100 * converted):
        response @ after_filament,
    "%.0f%% silane scale error" % (100 * scale_error):
        response @ (pressures * [1 + scale_error, 1])}
print("biases (silane, disilane) in uTorr: short scan | full scan")
short_biases = []
full_biases = []
for label, signal in effects.items():
    s, f = bias(scans["short"], signal), bias(scans["full"], signal)
    short_biases.append(s)
    full_biases.append(f)
    print("  %s: %+.5f, %+.5f | %+.5f, %+.5f" % (label, *s, *f))
leak_with_28 = bias(short_with_28, clean + leak_pressure * air_lines)
print("  same air leak, short scan plus m/z 28: %+.5f, %+.5f"
      % tuple(leak_with_28))
assert abs(leak_with_28[1]) > 10 * abs(short_biases[0][1])
assert abs(short_biases[1][1]) > 2 * deviations["short"][1]
assert abs(short_biases[1][1]) == max(abs(b[1]) for b in short_biases)
assert abs(full_biases[1][1]) < 0.1 * abs(short_biases[1][1])
assert abs(short_biases[4][1]) < 1e-9
averaging_time = 1.0
shot = np.sqrt(elementary_charge * clean.max() * 1e-12 / averaging_time) * 1e12
assert shot < 0.1 * noise
print("shot noise at %.1f pA, %.0f s average: %.4f pA"
      % (clean.max(), averaging_time, shot))
print("all tests passed")
```

It prints:

```
silane, disilane set: 0.40, 0.10 uTorr
noise per line: 0.10 pA
calibration: 25 readings at 1.0 uTorr
m/z: true silane, disilane | calibrated (pA/uTorr) | mixture (pA)
28: 30, 25 | 30.02, 25.02 | 14.42
29: 30, 20 | 30.02, 19.99 | 14.14
30: 100, 20 | 100.03, 19.99 | 41.92
31: 80, 25 | 80.02, 24.98 | 34.58
32: 8, 2 | 7.99, 2.01 | 3.45
58: 0, 45 | -0.02, 44.98 | 4.53
60: 0, 100 | -0.02, 99.99 | 10.11
62: 0, 40 | -0.03, 40.01 | 3.91
error factor from calibration noise: 1.0034
95% radius of projected noise: 2.448
short scan: cosine 0.9266, kappa 5.125, M 2.660
  column lengths L: 1318.1, 377.8 per uTorr
  std if alone: 0.00076, 0.00265 uTorr
  std in mixture: 0.00202, 0.00704 uTorr
  95% bounds: 0.00494, 0.01724 uTorr
  signal length |Cp|: 562.4; 95% relative bound on x: 2.23 %
  fitted pressures: 0.39687, 0.11206 uTorr
  |Pf| of this reading: 1.716
full scan: cosine 0.2851, kappa 1.341, M 1.043
  column lengths L: 1318.1, 1226.7 per uTorr
  std if alone: 0.00076, 0.00082 uTorr
  std in mixture: 0.00079, 0.00085 uTorr
  95% bounds: 0.00194, 0.00208 uTorr
  signal length |Cp|: 574.4; 95% relative bound on x: 0.57 %
  fitted pressures: 0.39981, 0.10097 uTorr
  |Pf| of this reading: 1.148
no disilane, short scan, one reading (m/z 29-32): 11.91, 39.84, 31.91, 3.15 pA
  unconstrained: 0.39889, -0.00203 uTorr
  non-negative: 0.39836, 0.00000 uTorr
no disilane, true matrix, 20000 draws:
  disilane bias: sampled 0.00283, formula 0.00281 uTorr
  silane bias: sampled -0.00075, formula -0.00075 uTorr
  disilane rms error: sampled 0.00500, formula 0.00498 uTorr
  disilane set to zero: 49.8 %; inside 95% bounds: 98.9 %
biases (silane, disilane) in uTorr: short scan | full scan
  air leak, 0.01 uTorr N2: +0.00006, +0.00026 | +0.00013, +0.00000
  2% of silane m/z 31 moved to 29: -0.00883, +0.02628 | -0.00194, +0.00038
  5% transmission loss at m/z 60: -0.00032, +0.00033 | +0.00108, -0.00491
  2% more disilane turned to silane: +0.00200, -0.00200 | +0.00200, -0.00200
  5% silane scale error: +0.02000, +0.00000 | +0.02000, +0.00000
  same air leak, short scan plus m/z 28: -0.00819, +0.03388
shot noise at 42.0 pA, 1 s average: 0.0026 pA
all tests passed
```
